# Why Purcell enhancement can raise photon yield but barely change lifetime

**Question.** A colour centre in silicon is placed in a cavity that speeds up emission into its zero-phonon line several tens of times. The centre becomes much brighter, yet its measured lifetime is nearly the same as before. How can both observations be true, and when do they stop being compatible?

**The mechanism**

An excited centre can lose its energy in two ways: by emitting a photon, at rate \(\Gamma_r\), or without emitting one, at rate \(\Gamma_{nr}\). The channels compete for the same excitation, so the probability \(p\) that the centre is still excited obeys

\[
\frac{dp}{dt}=-(\Gamma_r+\Gamma_{nr})p,\qquad p(t)=e^{-\Gamma t},\qquad \Gamma=\Gamma_r+\Gamma_{nr},
\]

if it was excited at \(t=0\). Photons leave at the rate

\[
I(t)=\Gamma_r\,p(t)=\Gamma_r e^{-\Gamma t}.
\]

Three features of this curve are useful, and any two of them fix the third. Its slope on a logarithmic scale gives the total rate \(\Gamma\). Its initial height gives the radiative rate \(\Gamma_r\). Its area gives the photon yield, meaning the mean number of photons per excitation:

\[
Y=\int_0^\infty \Gamma_r e^{-\Gamma t}\,dt=\frac{\Gamma_r}{\Gamma}.
\]

Although a lifetime measurement detects photons, it does not measure the radiative lifetime \(1/\Gamma_r\). A photon can be emitted at time \(t\) only if the nonradiative channel has not acted earlier, so the arrival times decay with the total rate.

When nonradiative decay dominates, \(\Gamma_r\) is a small part of \(\Gamma\). Multiplying it by six adds little to the sum that fixes the lifetime, but it multiplies the numerator of \(Y\) by six while the denominator hardly moves. The centre still loses most excitations to the dark channel; the cavity lets the photon win the race more often.

**The formula for lifetime and yield**

Let \(\Gamma_0=1/\tau_0\) be the total rate without the cavity and \(\eta_0\) the quantum efficiency, so that the radiative rate is \(\eta_0\Gamma_0\). A fraction \(\xi\) of the photons lies in the zero-phonon line (ZPL); the rest forms the phonon sideband. The bulk ZPL rate is therefore

\[
\gamma_z=\xi\eta_0\Gamma_0 .
\]

The cavity is tuned to the ZPL and adds an emission rate \(R=F\gamma_z\). This defines the Purcell factor \(F\) as the added rate divided by the bulk ZPL rate. The ordinary radiative rate and the nonradiative rate are assumed to stay as they were. With \(C=\xi F\),

\[
\Gamma_r=\eta_0\Gamma_0+F\xi\eta_0\Gamma_0=\eta_0\Gamma_0(1+C),
\]

\[
\Gamma=\Gamma_0+F\xi\eta_0\Gamma_0=\Gamma_0(1+\eta_0C).
\]

The lifetime shortening \(T\) and the yield gain \(G\) follow by division:

\[
T=\frac{\tau_0}{\tau}=1+\eta_0C,\qquad
G=\frac{Y}{\eta_0}=\frac{1+C}{1+\eta_0C}.
\]

Their product is

\[
GT=1+C .
\]

The factor \(1+C\) by which the radiative rate grows is thus shared between a shorter lifetime and a larger yield: the lifetime takes the factor \(1+\eta_0C\), and the yield takes the rest. If \(\eta_0C\ll1\), then \(T\approx1\) and \(G\approx1+C\). If \(\eta_0\) is near one, \(T\approx1+C\) and \(G\approx1\): an efficient emitter becomes faster, but it has few lost photons to recover.

A substantial gain at nearly fixed lifetime therefore needs two conditions: \(C\) of order one or larger, and \(\eta_0C\ll1\). At \(C=1/\eta_0\) the lifetime is halved. For \(C\to\infty\) the gain tends to \(1/\eta_0\), where every excitation gives a photon.

**Where the Purcell factor comes from**

The bulk rate is needed first. In a large box of volume \(V_b\) and refractive index \(n\), a plane-wave mode of angular frequency \(\omega_k\) has zero-point electric energy \(\hbar\omega_k/4\), half of its total zero-point energy. Setting this equal to \(\tfrac12\varepsilon_0n^2\langle E^2\rangle V_b\), with dispersion neglected, gives \(\langle E^2\rangle=\hbar\omega_k/(2\varepsilon_0n^2V_b)\). For a transition dipole \(d\) at angle \(\theta\) to the wavevector, the two polarisations together have the squared coupling

\[
g_k^2=\frac{d^2\omega_k\sin^2\theta}{2\varepsilon_0n^2\hbar V_b}.
\]

The golden rule is \(\gamma_z=2\pi\sum_k g_k^2\,\delta(\omega_k-\omega)\). The sum becomes \(V_b/(2\pi)^3\) times an integral over wavevectors, with \(k=n\omega_k/c\) and \(k^2dk=n^3\omega_k^2d\omega_k/c^3\). Since \(\int\sin^2\theta\,d\Omega=8\pi/3\),

\[
\gamma_z=2\pi\,\frac{d^2\omega}{2\varepsilon_0n^2\hbar}\,
\frac{1}{8\pi^3}\,\frac{n^3\omega^2}{c^3}\,\frac{8\pi}{3}
=\frac{n\omega^3d^2}{3\pi\varepsilon_0\hbar c^3}.
\]

For the cavity mode, \(V_b\) is replaced by the mode volume \(V\), defined relative to the field maximum. A factor \(u\le1\) accounts for a centre that is off the maximum or not aligned with the field:

\[
g^2=\frac{u\,d^2\omega}{2\varepsilon_0n^2\hbar V}.
\]

Let \(p_e\) and \(p_c\) be the probabilities that the excitation is in the centre or in the cavity, and \(s\) the coherence between these states. The cavity loses photons at rate \(\kappa=\omega/Q\) and is detuned by \(\delta\). From the coupled amplitudes \(\dot c_e=-igc_c\) and \(\dot c_c=-i\delta c_c-igc_e\), with \(s=c_e^*c_c\) and the losses added,

\[
\dot p_e=-\Gamma_0p_e+2g\,\mathrm{Im}\,s,\qquad
\dot p_c=-\kappa p_c-2g\,\mathrm{Im}\,s,
\]

\[
\dot s=-\left(\frac K2+i\delta\right)s-ig(p_e-p_c),\qquad K=\kappa+2\pi\Delta\nu .
\]

Here \(\Delta\nu\) is the full width at half maximum of the emitter line, taken as a Lorentzian set by decay and fast dephasing; slow wandering of the line frequency is not included. Integrate over all time and write \(P_e,P_c,S\) for the integrals. The coherence vanishes at both ends, so

\[
S=-\frac{ig(P_e-P_c)}{K/2+i\delta},\qquad
-2g\,\mathrm{Im}\,S=R(P_e-P_c),\qquad
R=\frac{4g^2/K}{1+4\delta^2/K^2}.
\]

The cavity equation then gives \(\kappa P_c=R(P_e-P_c)\), hence

\[
\kappa P_c=\frac{R\kappa}{\kappa+R}P_e .
\]

The fraction differs from \(R\) because a photon may return to the centre before it escapes. For \(R\ll\kappa\) this return is negligible. If also \(\Gamma_0+R\ll\kappa\), the coherence and the cavity population follow the centre without appreciable delay, and both the centre and the photon flux decay at the rate \(\Gamma_0+R\) used above.

On resonance, dividing \(R\) by \(\gamma_z\) removes the dipole:

\[
F=\frac{4}{K}\,\frac{u\,d^2\omega}{2\varepsilon_0n^2\hbar V}\,
\frac{3\pi\varepsilon_0\hbar c^3}{n\omega^3d^2}
=\frac{6\pi u c^3}{Kn^3\omega^2V}.
\]

With \(1/K=(\kappa/K)(Q/\omega)\) and \(c/(n\omega)=\lambda/(2\pi n)\), where \(\lambda\) is the vacuum wavelength,

\[
F=u\,\frac{3}{4\pi^2}\left(\frac{\lambda}{n}\right)^3\frac QV\,\frac{\kappa}{K}.
\]

The efficiency \(\eta_0\) does not appear. At fixed linewidth, a poor emitter and a good one have the same Purcell factor in the same cavity, but very different lifetime changes.

**The number**

Take rough values in the regime of a silicon G centre near 10 K: \(\lambda=1279\) nm, \(\tau_0=6\) ns, \(\eta_0=1\,\%\), \(\xi=15\,\%\) and \(\Delta\nu=3\) GHz. The cavity has \(Q=2000\), \(V=(\lambda/n)^3\) with \(n=3.5\), and \(u=0.25\). Its linewidth is \(\kappa/2\pi=117.2\) GHz. The ideal factor \(3Q/4\pi^2\) is 152, and

\[
F=0.25\times152\times\frac{117.2}{117.2+3.0}\approx37.05,
\qquad C=0.15\times F\approx5.56 .
\]

Without the cavity the rates are 1.667 per µs radiative and 165.00 per µs nonradiative. The cavity adds \(5.557\times1.667\approx9.26\) per µs. Therefore

\[
\tau=\frac{1}{(166.67+9.26)\ \mu\mathrm{s}^{-1}}\approx5.68\ \mathrm{ns},
\qquad
Y=\frac{1.667+9.26}{166.67+9.26}\approx6.2\,\% .
\]

The lifetime falls by about 5 %, from 6.00 to 5.68 ns, while the yield rises 6.2 times. About 94 % of the excitations still end without a photon.

The ZPL gains more than the total, because the cavity feeds it alone in this model. Its yield grows by \((1+F)/T\approx36\), from 0.15 % to 5.4 % of excitations, and its share of the emitted photons rises from 15 % to \((\xi+C)/(1+C)\approx87\,\%\).

A density-matrix calculation with the centre, the cavity, all losses and dephasing tests these rate formulas without assuming them. For the same inputs it gives 5.684 ns and 6.21 %, in agreement with the formulas to the digits shown. A separate test draws random radiative and nonradiative decay times and lets the earlier event win. With the cavity, the mean decay time is 5.685 ns over all events and 5.671 ns over the photon events alone, equal within the sampling scatter. Photons do report the total lifetime.

**Changing the efficiency or the cavity**

Keep the cavity, \(\tau_0\), \(\xi\), \(u\) and \(\Delta\nu\), but let the centre be 90 % efficient. Then \(T=1+0.9\times5.557\approx6.0\): the lifetime drops to 1.0 ns, while the yield rises by a factor of only 1.09. The increase of the radiative rate, \(1+C\approx6.6\), is the same in both cases. It shows up as speed in one and as yield in the other.

Now return to \(\eta_0=1\,\%\) and vary \(Q\) alone. At \(Q=200\) the lifetime is 5.97 ns and the yield gain 1.6. At \(Q=20000\) the rate formula gives a lifetime of 4.13 ns (4.12 ns in the full dynamics of centre and cavity) and a gain of 32. If the 3 GHz width came instead from slow Gaussian wandering of a lifetime-limited line, the gain would be about 36 here and 6.3 at \(Q=2000\). The last case no longer has an almost unchanged lifetime, since \(\eta_0C\approx0.45\) is not small. For these values of \(\eta_0\) and \(\xi\), the lifetime would be halved at \(F=1/(\eta_0\xi)\approx667\), and the yield gain cannot exceed 100. Raising \(Q\) alone does not reach this ceiling. Once \(\kappa\) falls below \(2\pi\Delta\nu\), \(F\) levels off at \(u\,(3/4\pi^2)\,\omega/(2\pi\Delta\nu)\approx1480\) for this mode volume, and photon return grows, so the gain peaks near 64 at \(Q\approx6\times10^5\).

**Continuous pumping**

Suppose a pump excites the centre at rate \(W\) whenever it is in its ground state. In a two-level model, steady state requires \(W(1-p)=\Gamma p\), so \(p=W/(W+\Gamma)\) and the photon flux is

\[
\Phi=\frac{\Gamma_rW}{W+\Gamma}.
\]

For \(W\ll\Gamma\) this is \(W\Gamma_r/\Gamma\), and the cavity raises it by the yield gain \(G\). For \(W\gg\Gamma\) it tends to \(\Gamma_r\), and the gain is \(1+C\), provided \(W\) stays far below \(K\), so that the pump does not appreciably broaden the emitter line and weaken the cavity's effect. The two gains differ by the factor \(T\), so with a nearly fixed lifetime they almost coincide: here 6.21 and 6.56. The second figure is a limit that needs \(\Gamma\ll W\ll K\) at once; the largest gain over all pump rates is about 6.52, near \(W=2.5\) per ns, and about 6.2 for the 90 % efficient emitter. For an efficient emitter they differ greatly, because a saturated source benefits from faster cycling even when its yield per excitation cannot grow.

**What an unchanged lifetime tells us**

An unchanged lifetime does not show that Purcell enhancement is absent. It limits the product \(\eta_0C\), not \(C\) itself. To separate the factors, compare the initial photon fluxes after equal excitation, found by extending each exponential decay back to \(t=0\). This leaves out the short time in which the cavity field builds up, roughly 10 ps for the cavity with \(Q=2000\). With equal collection of all photons their ratio is \(A=1+C\). If \(\Gamma_{nr}\) is the same in both measurements, it follows that

\[
\eta_0=\frac{T-1}{A-1}.
\]

Applied to the random decay events, which were generated with \(\eta_0=1\,\%\), this relation returns 1.01 %, with a sampling scatter of about 0.01 percentage points.

In a device, cavity photons and ordinary photons are usually collected with different probabilities \(\epsilon_c\) and \(\epsilon_b\). The measured ratio is then \(1+(\epsilon_c/\epsilon_b)C\). If \(\epsilon_c>\epsilon_b\) and no correction is made, \(C\) is overestimated and \(\eta_0\) underestimated. Nor can brightness alone prove a Purcell effect: if the structure collects ordinary photons better than the reference does, the centre looks brighter even at \(C=0\).

**Comparison with real devices**

The G centre emits near the wavelength used here and has a lifetime of several nanoseconds. Its quantum efficiency is much less certain, so 1 % is an assumed value. Since \(T-1\) is proportional to \(\eta_0\), a centre with 10 % efficiency in the same cavity would have \(T\approx1.56\), no longer a small change.

The most delicate assumption is that \(\Gamma_{nr}\) stays fixed. Etched surfaces and strain can alter it from one centre to another. A decrease of \(9.26/165.00\approx5.6\,\%\) would hide the whole lifetime change in this example. When the cavity can be tuned without disturbing the centre, comparing the same centre on and off resonance removes much of this ambiguity.

Other corrections act mainly on the yield:

- A detuning of 20 GHz lowers the gain from 6.2 to 5.7.
- If 10 % of the cavity photons are absorbed or scattered away, the gain in outgoing photons is also 5.7, with all ordinary photons still counted.
- If the structure suppressed all ordinary emission, the gain would be 5.3 and \(T\) would be 1.046.
- A sideband spread evenly over a range of 100 meV that extends to both sides of the ZPL would add about 4 % to \(C\) through its overlap with the cavity. Near 10 K the real sideband lies almost entirely on the low-energy side, which would halve this figure for a flat spectrum, and it is structured; a sideband whose weight vanishes at the ZPL would contribute less still, so this is only a size estimate.

Photon return is negligible, with \(R/\kappa\approx10^{-5}\). The G centre also has a metastable state, which the two-level pumping model omits. The pulsed yield remains valid per prepared excitation if the metastable state does not refill the excited state and the centre recovers between pulses. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
INPUTS (rough, silicon G-centre regime)
ZPL wavelength: 1279 nm
refractive index: 3.5
lifetime without cavity: 6.00 ns
quantum efficiency: 1.0 %
ZPL photon fraction: 15 %
emitter linewidth: 3.0 GHz
loaded Q: 2000; overlap u: 0.25
mode volume: 0.0488 um^3 = 1.0 (lambda/n)^3
RATES AND COUPLING
total rate without cavity: 166.67 per us
nonradiative rate: 165.00 per us
radiative rate without cavity: 1.667 per us
bulk ZPL rate: 0.250 per us
bulk ZPL rate from mode sum: 0.2507 per us
ZPL dipole moment: 0.690 D
g/(2 pi): 210.5 MHz
cavity linewidth: 117.2 GHz
ideal Purcell factor: 152.0
actual Purcell factor F: 37.05; C = xi F: 5.557
added cavity rate: 9.26 per us
RESULTS
lifetime with cavity: 5.684 ns; T = 1.0556
lifetime decrease: 5.26 %
yield with cavity: 6.21 %; gain G = 6.212
density-matrix lifetime: 5.684 ns
density-matrix yield: 6.21 %
initial photon flux with cavity: 10.93 per us; gain 6.557
ZPL yield: 0.15 % to 5.41 %; gain 36.04
ZPL photon fraction with cavity: 87.0 %
CW gain, weak pump: 6.212; pump 20/tau0: 6.515
random decays, with cavity: all 5.685 ns, photons only 5.671 ns
efficiency recovered from random decays: 1.01 %
COMPARISONS
Q 200: F 3.79, C 0.568, lifetime 5.966 ns, yield gain 1.56
Q 2000: F 37.05, C 5.557, lifetime 5.684 ns, yield gain 6.21
Q 20000: F 302.52, C 45.378, lifetime 4.127 ns, yield gain 31.90
90 % efficient emitter: lifetime 1.000 ns, yield gain 1.093
F that halves lifetime: 667; yield-gain ceiling: 100
NEGLECTED EFFECTS
flat 100 meV sideband: adds 0.246 to C (4.4 %)
10 % cavity absorption: outgoing yield gain 5.685
20 GHz detuning: yield gain 5.717
no ordinary radiation: T 1.0456, G 5.315
photon return, R/kappa: 1.26e-05
h nu/(k T) at 10 K: 1125
nonradiative decrease hiding lifetime change: 5.61 %
```
